# Elastic constants of icosahedral solids, with and without phason strain

**Common data.** A homogeneous solid has the point group $I$, made of 60 rotations: the identity, 24 fivefold, 20 threefold and 15 twofold rotations. Its strain is the Green-Lagrange strain $E$, a symmetric $3\times3$ matrix unaffected by rotating the deformed body. The energy $F$ per reference volume depends on local strain and not on strain gradients. Write $t=\mathrm{tr}\,E$.

With $\tau=(1+\sqrt5)/2$, unit vectors along the six fivefold axes are

$$
\mathbf n_a=\frac{1}{\sqrt{1+\tau^2}}\{(0,\pm1,\tau),\ (\pm1,\tau,0),\ (\tau,0,\pm1)\}.
$$

They satisfy $\mathbf n_a\cdot\mathbf n_b=\pm1/\sqrt5$ for $a\ne b$, and $\sum_a\mathbf n_a\otimes\mathbf n_a=2\,\mathbb 1$. Define $q_a=\mathbf n_a\cdot E\,\mathbf n_a$.

Adding inversion, which gives $I_h$, changes none of the counts below, because all the strains used are even under it.

## (a) Second order

**Question.** Show that the six $q_a$ can replace the six components of $E$. Find the most general quadratic energy and decide whether it is isotropic.

**Answer.** The scalar products of the matrices $\mathbf n_a\otimes\mathbf n_a$ are

$$
G_{ab}=(\mathbf n_a\cdot\mathbf n_b)^2=\tfrac45\delta_{ab}+\tfrac15 .
$$

On the vector $(1,\dots,1)$ the eigenvalue of $G$ is $\frac45+\frac65=2$. On the five directions with zero component sum it is $\frac45$. None vanishes, so the six matrices are independent and span the symmetric matrices. The $q_a$ therefore determine $E$.

A rotation of the group permutes the axes, up to signs that cancel in $q_a$, and so permutes the $q_a$. A fivefold rotation about one axis cycles the other five. Any axis can thus be carried to any other by turning about a third, and with one axis held, the remaining five can be cycled. All ordered pairs $(a,b)$, $a\neq b$, are equivalent. An invariant quadratic form must then have one common coefficient for all $q_a^2$ and one for all $q_aq_b$. Two independent invariants are $\sum_a q_a^2$ and $(\sum_a q_a)^2$.

The second follows from $\sum_a q_a=2t$. For the first, consider the map $E\mapsto\sum_a q_a\,\mathbf n_a\otimes\mathbf n_a$, which has the same eigenvalues as $G$. It sends $\mathbb 1$ to $2\,\mathbb 1$, so its eigenvalue on all traceless strains is $\frac45$. Splitting $E$ into its trace part, of squared norm $t^2/3$, and the remainder gives

$$
\sum_a q_a^2=2\,\frac{t^2}{3}+\frac45\Big(\mathrm{tr}E^2-\frac{t^2}{3}\Big)=\frac25\big(t^2+2\,\mathrm{tr}E^2\big).
$$

Both invariants are isotropic. Hence

$$
F_2=\tfrac12\lambda t^2+\mu\,\mathrm{tr}E^2 ,
$$

with two constants, and linear elasticity is isotropic.

## (b) Third order

**Question.** Count the third-order constants for icosahedral and for isotropic symmetry.

**Answer.** The six $q_a^3$ form one orbit. The products $q_a^2q_b$ form another, since ordered pairs are equivalent. There remain the 20 products $q_aq_bq_c$ of three different axes. The sign of

$$
(\mathbf n_a\cdot\mathbf n_b)(\mathbf n_b\cdot\mathbf n_c)(\mathbf n_c\cdot\mathbf n_a)
$$

does not depend on the sense chosen for each axis, and rotations preserve it.

To see that both signs occur, take a threefold axis $\mathbf m$. It divides the six fivefold axes into two sets of three. Choose each $\mathbf n_a$ with height $h=\mathbf n_a\cdot\mathbf m>0$. Within a set the heights are equal and the azimuths differ by $120^\circ$, so

$$
\mathbf n_a\cdot\mathbf n_b=h^2-\tfrac12(1-h^2)=\frac{3h^2-1}{2}=\pm\frac1{\sqrt5},
\qquad h^2=\frac13\Big(1\pm\frac2{\sqrt5}\Big).
$$

The identity $\sum_a(\mathbf n_a\cdot\mathbf m)^2=2$ requires $h_1^2+h_2^2=\frac23$, so one set has the upper sign and the other the lower. Each threefold axis thus supplies one positive and one negative triple. The positive triple fixes $\mathbf m$, which lies along the sum of its three vectors, and the negative triple is its complement. The ten threefold axes therefore give ten different triples of each sign, which exhausts all 20. Since these axes join opposite faces of an icosahedron, rotations carry any one to any other, and each sign forms a single orbit.

The total is $1+1+2=4$ icosahedral constants.

An isotropic energy is a symmetric polynomial in the principal strains $e_1,e_2,e_3$. At third order its building blocks are $\sum_i e_i^3$, $\sum_{i\ne j}e_i^2e_j$ and $e_1e_2e_3$. This gives three constants, multiplying for instance $\mathrm{tr}E^3$, $t\,\mathrm{tr}E^2$ and $t^3$.

## (c) The anisotropic invariant

**Question.** Construct a fourth cubic invariant whose average over all rotations vanishes. For a uniaxial strain $E=e\,\mathbf m\otimes\mathbf m$, find the normal stress along five-, three- and twofold axes. Evaluate it for $e=0.01$ with the model values $\lambda=60$, $\mu=50$, $A=-300$, $B=-150$, $C=-50$, $D=-500$ GPa, where $A/3$, $B$, $C/3$ and $D$ multiply $\mathrm{tr}E^3$, $t\,\mathrm{tr}E^2$, $t^3$ and the new invariant.

**Answer.** Start from $\sum_aq_a^3$ and subtract its average. Under averaging, each $\mathbf n_a$ becomes a unit vector $\mathbf m$ uniform on the sphere. The required moments follow from three independent unit Gaussian variables, for which $\langle x^6\rangle=15$, $\langle x^4y^2\rangle=3$, $\langle x^2y^2z^2\rangle=1$ and $\langle r^6\rangle=105$. Dividing by $\langle r^6\rangle$ removes the radial factor:

$$
\Big\langle\Big(\sum_i e_im_i^2\Big)^3\Big\rangle
=\frac{15\sum_i e_i^3+9\sum_{i\ne j}e_i^2e_j+6e_1e_2e_3}{105}
=\frac{t^3+6t\,\mathrm{tr}E^2+8\,\mathrm{tr}E^3}{105}.
$$

The last form is checked by expanding the traces: the coefficients are $1+6+8=15$, $3+6=9$ and $6$. Six axes contribute, so

$$
J=\sum_aq_a^3-\tfrac{2}{35}\big(t^3+6t\,\mathrm{tr}E^2+8\,\mathrm{tr}E^3\big).
$$

For the uniaxial strain, $q_a=e(\mathbf n_a\cdot\mathbf m)^2$ and all three traces are powers of $e$. Therefore $J=e^3j(\mathbf m)$ with

$$
j(\mathbf m)=\sum_a(\mathbf n_a\cdot\mathbf m)^6-\tfrac67 .
$$

- Fivefold: $1+5/125-\frac67=\frac{32}{175}$.
- Threefold: with the two heights from (b), $3(h_1^6+h_2^6)-\frac67=\frac{34}{45}-\frac67=-\frac{32}{315}$.
- Twofold, $\mathbf m=\hat{\mathbf z}$: the squared projections are $\frac12(1\pm1/\sqrt5)$, each twice, and zero twice. This gives $\frac45-\frac67=-\frac2{35}$.

An isotropic $J$ would equal its own average, zero. These values show that it is not isotropic, so it is independent of the other three invariants.

The normal second Piola-Kirchhoff stress is $dF/de$:

$$
S=(\lambda+2\mu)e+\tfrac12C_Le^2,\qquad C_L=2(A+3B+C)+6Dj(\mathbf m).
$$

Here $2(A+3B+C)=-1600$ GPa, and the linear term is $160\times0.01=1.6$ GPa.

- Fivefold: $C_L=-1600-3000(0.18286)=-2148.6$ GPa and $S=1.6-0.1074=1.4926$ GPa.
- Threefold: $C_L=-1295.2$ GPa and $S=1.5352$ GPa.
- Twofold: $C_L=-1428.6$ GPa and $S=1.5286$ GPa.

The largest difference, 0.043 GPa, is about 2.7% of the linear stress. It comes entirely from $D$ and, in this third-order model, grows as $e^2$. For $D=0$ or $e\to0$, the relative anisotropy disappears.

## (d) Adding phason strain

**Question.** An icosahedral quasicrystal has a second displacement field $\mathbf w$, with phason strain $W_{ij}=\partial_jw_i$. Under a rotation $g$, $\mathbf w$ changes by $g'$, the conjugate three-dimensional representation. Construct $g'$ from the six axes, count the constants of the quadratic energy in $(E,W)$, and write that energy. Strains are now small.

**Answer.** Let $N$ be the $6\times3$ matrix with rows $\mathbf n_a$, and write $NN^T=\mathbb 1+S/\sqrt5$, where $S$ has zero diagonal and entries $\pm1$ elsewhere. Because $N^TN=2\,\mathbb 1$, $(NN^T)^2=2NN^T$. Expanding this gives $S^2=5\,\mathbb 1$. Thus $\frac12(\mathbb 1+S/\sqrt5)$ and $\frac12(\mathbb 1-S/\sqrt5)$ are complementary projectors of rank three. The second defines conjugate axes $\mathbf n'_a$ through

$$
\mathbf n'_a\cdot\mathbf n'_b=-\mathbf n_a\cdot\mathbf n_b\quad(a\neq b),\qquad |\mathbf n'_a|=1 .
$$

A rotation acts on the six axes as a signed permutation $Q$, which commutes with $S$. It therefore acts within both subspaces, as $g$ in one and $g'$ in the other, and $\mathrm{tr}\,g'=\mathrm{tr}\,Q-\mathrm{tr}\,g$. The phason strain changes as $W\to g'Wg^T$, with character $\chi_W=\mathrm{tr}\,g\,\mathrm{tr}\,g'$. The phonon character $\chi_E$ is the number of axes mapped to themselves, regardless of sense.

- Identity: $\chi_E=6$, $\chi_W=9$.
- Fivefold: $\mathrm{tr}\,Q=1$, and the two traces are $\tau$ and $1-\tau$ in either order. Hence $\chi_E=1$, $\chi_W=\tau-\tau^2=-1$.
- Threefold: $\chi_E=\chi_W=0$.
- Twofold: two axes are reversed and the others exchanged, so $\mathrm{tr}\,Q=-2$ and $\mathrm{tr}\,g=\mathrm{tr}\,g'=-1$. Hence $\chi_E=2$, $\chi_W=1$.

The sum $\chi=\chi_E+\chi_W$ is 15 for the identity, 3 for twofold rotations and zero otherwise. The trace of $g$ on quadratic forms is $\frac12[\chi(g)^2+\chi(g^2)]$, and its group average counts the invariants:

$$
\frac1{60}\Big[\frac{225+15}{2}+15\,\frac{9+15}{2}\Big]=\frac{120+180}{60}=5 .
$$

Part (a) supplies two of them. Couplings number $\frac1{60}\sum_g\chi_E\chi_W=(54-24+30)/60=1$, which leaves two pure phason constants.

With $p_a=\mathbf n'_a\cdot W\mathbf n_a$, which is permuted just as $q_a$ is, the energy is

$$
F=\tfrac12\lambda t^2+\mu\,\mathrm{tr}E^2+\tfrac12K_1|W|^2+\tfrac12K_2\sum_ap_a^2+K_3\sum_aq_ap_a .
$$

The matrices $\mathbf n'_a\otimes\mathbf n_a$ have scalar products $\frac65\delta_{ab}-\frac15$, with eigenvalues 0 (once) and $\frac65$ (five times). They span a five-dimensional part $W_H$ of $W$, and $\sum_ap_a^2=\frac65|W_H|^2$. The other four dimensions, $W_G$, have $p_a=0$. The two phason terms are therefore independent. The zero eigenvalue also gives $\sum_ap_a=0$.

## (e) Relaxed phasons

**Question.** Let $W$ minimise the energy at fixed uniform $E$. Find the resulting moduli and the stability conditions, using the model values $K_1=10$, $K_2=5$, $K_3=10$ GPa. Does a longitudinal plane-wave distortion, held fixed until the phasons have relaxed, meet the same isotropic stiffness?

**Answer.** Put $q_a=t/3+h_a$, with $\sum_ah_a=0$. From (a), the traceless strain has squared norm $\frac54\sum_ah_a^2$. With $K_H=K_1+\frac65K_2$, the coupled part of the energy is

$$
\sum_a\Big[\tfrac54\mu h_a^2+\tfrac5{12}K_Hp_a^2+K_3h_ap_a\Big].
$$

The minimum is at $W_G=0$ and $p_a=-\frac65(K_3/K_H)h_a$, and it lowers the coefficient of $h_a^2$ by $\frac35K_3^2/K_H$. Hence

$$
\mu_{\rm eff}=\mu-\frac{12}{25}\frac{K_3^2}{K_H},\qquad
\lambda_{\rm eff}=\lambda+\tfrac23(\mu-\mu_{\rm eff}).
$$

The second relation keeps the bulk modulus $\lambda+\frac23\mu$ fixed, since $t$ does not couple to $W$. Stability requires $3\lambda+2\mu$, $\mu$, $K_1$ and $K_H$ to be positive and $K_3^2<\frac{25}{12}\mu K_H$.

Here $K_H=16$ GPa, so $\mu_{\rm eff}=50-3=47$ GPa and $\lambda_{\rm eff}=62$ GPa. The limit on $|K_3|$ is 40.82 GPa. These constants are illustrative and do not describe a particular quasicrystal. Multiplying $K_1$ and $K_2$ by $s^2$ and $K_3$ by $s$ only changes the unit of $\mathbf w$: it leaves every relaxed modulus unchanged and multiplies the limit on $|K_3|$ by $s$. The softening is set by $K_3^2/K_H$; with all three constants divided by 100 it is only $\mu-\mu_{\rm eff}=0.03$ GPa. The longitudinal modulus falls from 160 to $62+94=156$ GPa, in every direction.

A plane-wave distortion along $\mathbf m$ is more restricted: its phason strain must have the form $\mathbf V\otimes\mathbf m$. Its relaxed longitudinal modulus cannot lie below 156 GPa. Along $\mathbf m=\mathbf n_1$ the bound is reached, because $W=c\,\mathbf n'_1\otimes\mathbf n_1$ has $p_1=c$ and the other $p_a=-c/5$. This is the pattern of $h_a$, which is $\frac23$ and $-\frac2{15}$ per unit strain, so a suitable $c$ gives the unrestricted minimum.

Numerical minimisation gives 156.0 GPa along the fivefold axis, 159.3 GPa along the threefold and 158.9 GPa along the twofold. The relaxed plane-wave stiffness is therefore anisotropic, although the energy is quadratic. The isotropy found in (a) applies to waves when phasons are absent, frozen or uncoupled ($K_3=0$). The relaxed moduli apply to a travelling wave only if $\mathbf w$ follows its energy minimum throughout the motion, and a low frequency does not ensure this. If $\mathbf w$ relaxes by diffusion, its rate falls as the square of the wave number, while the sound frequency falls only as the first power, so sufficiently long waves find the phasons frozen. The values can be compared with the numerical output below.

## Table of computed values

```
Group order (rotations): 60
isotropic: second-order 2, third-order 3 constants
icosahedral: second-order 2, third-order 4 constants
cubic: second-order 3, third-order 6 constants
Orbits of ordered axis pairs: 1
Sizes of axis-triple orbits: [10, 10]
Gram eigenvalues of q forms: [0.8, 0.8, 0.8, 0.8, 0.8, 2.0]
Gram eigenvalues of p forms: [0.0, 1.2, 1.2, 1.2, 1.2, 1.2]
Class: tr R, tr R-conjugate | size, chi(E), chi(W)
    3.0000   3.0000 |   1   6   9
    1.6180  -0.6180 |  12   1  -1
    0.0000   0.0000 |  20   0   0
   -0.6180   1.6180 |  12   1  -1
   -1.0000  -1.0000 |  15   2   1
Quadratic constants with phasons, total: 5
  phonon 2, phason 2, coupling 1
Inputs lambda, mu: 60, 50 GPa
Inputs A, B, C, D: -300, -150, -50, -500 GPa
Inputs K1, K2, K3: 10, 5, 10 GPa
Uniaxial Green-Lagrange strain: 0.01 (dimensionless)
Linear part of normal stress: 1.6000 GPa
Isotropic third-order part 2(A+3B+C): -1600.0 GPa
fivefold: j = 0.182857 (dimensionless)
  third-order longitudinal constant = -2148.6 GPa
  normal second Piola-Kirchhoff stress = 1.4926 GPa
threefold: j = -0.101587 (dimensionless)
  third-order longitudinal constant = -1295.2 GPa
  normal second Piola-Kirchhoff stress = 1.5352 GPa
twofold: j = -0.057143 (dimensionless)
  third-order longitudinal constant = -1428.6 GPa
  normal second Piola-Kirchhoff stress = 1.5286 GPa
Stiffness K_H = K1 + 6 K2/5: 16.00 GPa
Stability limit of |K3|: 40.82 GPa
Coupled-sector eigenvalues: 14.872, 101.128 GPa
Frozen-phason longitudinal modulus: 160.000 GPa
Relaxed uniform lambda, mu: 62.000, 47.000 GPa
Relaxed uniform longitudinal modulus: 156.000 GPa
Relaxed plane-wave modulus, fivefold: 156.000 GPa
Relaxed plane-wave modulus, threefold: 159.333 GPa
Relaxed plane-wave modulus, twofold: 158.857 GPa
```
